# Flat-Band Shift from Fixed Charge in a Two-Layer Gate Dielectric

A flat-band voltage cannot be turned into a density of fixed charge until one knows how strongly charge at each depth acts. When the two layers of a dielectric differ strongly in permittivity, depth in angstrom is a poor guide. Take 30 Å of permittivity 20 next to the gate and 10 Å of permittivity 4 next to the semiconductor. A charged sheet between the layers lies three quarters of the way from gate to semiconductor, yet it shifts the flat-band voltage by only 0.375 of what the same sheet would produce at the semiconductor. Weighting it by its depth doubles its effect, and with charges of both signs present the error in the total can go either way. The correct weight follows from Gauss's law.

## Stack, units and reference voltage

Let $x$ be the distance from an ideal metal gate. Layer 1 fills $0<x<t_1$ and has relative permittivity $\kappa_1$; layer 2 fills $t_1<x<L$, with $L=t_1+t_2$, and has relative permittivity $\kappa_2$. The semiconductor begins at $L$ and is uniformly doped; with graded doping, zero surface potential and zero surface field no longer occur at the same gate voltage. The dielectrics are linear and local, and no current flows. The fixed charge density $\rho(x)$ is uniform in the plane, lies within $0\le x\le L$, and does not change with bias. It may include sheets, written as delta functions, and a sheet at $L$ is counted in full. Positive $\rho$ means positive charge.

In atomic units, with $e=1$, the potential $\phi$ and the displacement field $D$ obey

$$D=-\kappa(x)\frac{d\phi}{dx},\qquad \frac{dD}{dx}=4\pi\rho(x). \tag{1}$$

Hence $D$ is continuous across an uncharged interface and rises by $4\pi\sigma$ across a sheet of charge $\sigma$ per area. Unless $D$ vanishes there, the field $D/\kappa$ jumps even at an uncharged boundary between the layers.

The applied gate voltage is the electrostatic drop from gate to deep semiconductor plus a constant, which holds the work-function difference and any interface dipoles not counted in $\rho$. Without $\rho$, a flat-band stack has no field outside those dipoles, so this constant is the flat-band voltage of the uncharged stack. Measuring the gate voltage from it leaves

$$V=\phi(0)-\phi(\text{deep semiconductor}). \tag{2}$$

The value of $V$ at flat band is therefore the required shift, $\Delta V_{\rm FB}$.

## From Gauss's law to the charge moment

At flat band the potential is constant throughout the semiconductor, so the field just inside it vanishes: $D(L^+)=0$. Integrating the second part of (1) from a point $x$ in the dielectric to $L^+$ gives

$$0-D(x)=4\pi\int_x^L\rho(x')\,dx',$$

and therefore

$$D(x)=-4\pi\int_x^L\rho(x')\,dx'. \tag{3}$$

The field at $x$ is set by the charge lying beyond $x$, on the semiconductor side. The field inside the metal is zero, so charge neutrality of the whole stack fixes the gate charge per area:

$$\sigma_g=-Q_f,\qquad Q_f=\int_0^L\rho(x)\,dx. \tag{4}$$

At flat band the semiconductor is neutral, and the gate alone balances the fixed charge. This is why the gate is the origin from which the effect of a charge is measured. It also shows where the ideal-metal assumption enters: a gate that needs a potential drop of its own to hold $-Q_f$ adds that drop to the shift.

Since $\phi(L)=\phi(\text{deep semiconductor})$ at flat band, (2), (1) and (3) give

$$\Delta V_{\rm FB}=\phi(0)-\phi(L)=\int_0^L\frac{D(x)}{\kappa(x)}\,dx
=-4\pi\int_0^L\frac{dx}{\kappa(x)}\int_x^L\rho(x')\,dx'. \tag{5}$$

The double integral covers the triangle $0\le x\le x'\le L$. For a fixed $x'$, the variable $x$ runs from $0$ to $x'$. Doing the $x$ integral first,

$$\Delta V_{\rm FB}=-4\pi\int_0^L\rho(x')\left[\int_0^{x'}\frac{dx}{\kappa(x)}\right]dx'.$$

The bracket is the electrostatic distance from the gate,

$$s(x)=\int_0^x\frac{dx'}{\kappa(x')}, \tag{6}$$

and the result is

$$\boxed{\Delta V_{\rm FB}=-4\pi\int_0^L s(x)\,\rho(x)\,dx.} \tag{7}$$

For the two layers,

$$s(x)=\begin{cases}x/\kappa_1, & 0\le x\le t_1,\\[2pt] t_1/\kappa_1+(x-t_1)/\kappa_2, & t_1\le x\le L,\end{cases}
\qquad S\equiv s(L)=\frac{t_1}{\kappa_1}+\frac{t_2}{\kappa_2}. \tag{8}$$

A single sheet shows the meaning. At flat band the field of a sheet $\sigma$ is confined between the sheet and the gate, where $D=-4\pi\sigma$. The voltage across that region is $-4\pi\sigma s$. Positive charge makes the shift negative, because the gate must be made more negative to keep the field out of the semiconductor. A sheet on the gate has weight zero, and a sheet at the semiconductor has the full weight $S$.

## Uniform densities, sheets and limits

Let the layers hold uniform densities $\rho_1$ and $\rho_2$, with a sheet $\sigma_i$ at $t_1$ and a sheet $\sigma_s$ at $L$. The two bulk integrals are

$$\int_0^{t_1}\frac{x}{\kappa_1}\,dx=\frac{t_1^2}{2\kappa_1},\qquad
\int_0^{t_2}\left(\frac{t_1}{\kappa_1}+\frac{u}{\kappa_2}\right)du=\frac{t_1t_2}{\kappa_1}+\frac{t_2^2}{2\kappa_2},$$

where $u=x-t_1$. Equation (7) becomes

$$\Delta V_{\rm FB}=-4\pi\left[\frac{\rho_1t_1^2}{2\kappa_1}+\frac{\sigma_it_1}{\kappa_1}
+\rho_2\left(\frac{t_1t_2}{\kappa_1}+\frac{t_2^2}{2\kappa_2}\right)+\sigma_sS\right]. \tag{9}$$

If $\kappa_1=\kappa_2=\kappa$, then $s=x/\kappa$ and (7) reduces to the ordinary first moment, $-(4\pi/\kappa)\int x\rho\,dx$. If instead $\kappa_1\to\infty$ at fixed $t_1$, layer 1 drops no voltage. Charge in it, and the sheet at $t_1$, then have no effect, and layer 2 behaves as if the gate touched it.

## Equivalent thickness and equivalent sheet

Choose a reference permittivity $\kappa_{\rm ref}$ and define $z(x)=\kappa_{\rm ref}s(x)$. Then

$$\Delta V_{\rm FB}=-\frac{4\pi}{\kappa_{\rm ref}}\int_0^L z(x)\rho(x)\,dx. \tag{10}$$

This is the one-layer formula with every depth replaced by its equivalent depth. The full equivalent thickness is $\kappa_{\rm ref}S$.

The same shift would come from a single sheet at the semiconductor of density

$$\sigma_{\rm eq}=\frac1S\int_0^L s(x)\rho(x)\,dx. \tag{11}$$

If all the charge has one sign, $0\le s\le S$ implies $|\sigma_{\rm eq}|\le|Q_f|$. With mixed signs there is no such bound. One voltage gives one moment, and many distributions share it.

The error of the geometric weight $xS/L$ can be written out. In layer 1,

$$s-\frac{xS}{L}=\frac{x}{L}\left(\frac{t_1+t_2}{\kappa_1}-\frac{t_1}{\kappa_1}-\frac{t_2}{\kappa_2}\right)
=\frac{x\,t_2}{L}\left(\frac1{\kappa_1}-\frac1{\kappa_2}\right). \tag{12}$$

In layer 2, write $s=S-(L-x)/\kappa_2$ and $xS/L=S-(L-x)S/L$. Their difference is

$$s-\frac{xS}{L}=(L-x)\left(\frac SL-\frac1{\kappa_2}\right)
=\frac{(L-x)\,t_1}{L}\left(\frac1{\kappa_1}-\frac1{\kappa_2}\right). \tag{13}$$

When $\kappa_1>\kappa_2$, both are negative inside the stack: the geometric weight overstates every charge except those at the two ends.

## A worked stack

Take the round model parameters $t_1=30$ Å, $\kappa_1=20$, $t_2=10$ Å and $\kappa_2=4$. The distances are

$$s(t_1)=\frac{30}{20}=1.5\ \text{Å},\qquad S=1.5+\frac{10}{4}=4.0\ \text{Å}.$$

With $\kappa_{\rm ref}=4$ the equivalent thickness is 16 Å. The densities are $\rho_1=1\times10^{-5}$ and $\rho_2=2\times10^{-5}\ e/\text{Å}^3$; the sheets are $\sigma_i=-4\times10^{-4}$ and $\sigma_s=2\times10^{-4}\ e/\text{Å}^2$. In these units the factor $4\pi$ becomes 180.95 eV Å, and the shift is quoted as the energy $e\Delta V_{\rm FB}$.

The terms of (9), in the order written, have the moments

$$\begin{aligned}
10^{-5}\times\tfrac{30^2}{40}&=2.25\times10^{-4},\\
-4\times10^{-4}\times1.5&=-6.00\times10^{-4},\\
2\times10^{-5}\times(15+12.5)&=5.50\times10^{-4},\\
2\times10^{-4}\times4.0&=8.00\times10^{-4},
\end{aligned}$$

all in $e/\text{Å}$. They contribute $-0.041$, $+0.109$, $-0.100$ and $-0.145$ eV. The total moment is $9.75\times10^{-4}\ e/\text{Å}$, so

$$e\Delta V_{\rm FB}=-180.95\times9.75\times10^{-4}=-0.176\ \text{eV}=-0.00648\ \text{hartree}.$$

The net fixed charge is $(3-4+2+2)\times10^{-4}=3\times10^{-4}\ e/\text{Å}^2$, and the gate carries its negative, as (4) requires. The equivalent sheet is $9.75\times10^{-4}/4.0=2.44\times10^{-4}\ e/\text{Å}^2$. Reading it as the net charge would understate that charge by 19% of its value.

The geometric weight gives moments of $4.5$, $-12$, $7$ and $8$, in units of $10^{-4}\ e/\text{Å}$. Their sum is $7.5\times10^{-4}\ e/\text{Å}$ and the shift would be $-0.136$ eV. Each interior charge is overstated, in accordance with (12) and (13), but the total comes out too small in magnitude, by 23% of the correct value. The reason is the negative inner sheet: its excess of $-6\times10^{-4}$ outweighs the bulk excesses of $2.25\times10^{-4}$ and $1.5\times10^{-4}$.

These results were tested against a numerical solution of the nonlinear Poisson equation through both dielectrics and a p-type semiconductor with Boltzmann holes and fixed acceptors. The gate voltage was varied until the surface potential vanished, without use of (7). Each term of (9) alone, and their sum, agreed within $10^{-7}$ eV. For the non-uniform density $3\times10^{-5}\cos(x/6)+4\times10^{-5}\exp[-((x-33)/4)^2]$, with $x$ in Å and density in $e/\text{Å}^3$, both routes give $-0.1894$ eV.

## Away from flat band

Let $Q_s$ be the semiconductor charge per area and $\phi_s=\phi(L)-\phi(\text{deep semiconductor})$ the surface potential. The semiconductor is deep enough for its field to vanish inside, so Gauss's law gives $0-D(L^+)=4\pi Q_s$. Repeating the step that led to (3),

$$D(x)=-4\pi Q_s-4\pi\int_x^L\rho(x')\,dx'.$$

Dividing by $\kappa$ and integrating over the dielectric gives $-4\pi SQ_s$ from the first term and $\Delta V_{\rm FB}$ from the second. Adding the drop $\phi_s$ in the semiconductor,

$$V=\Delta V_{\rm FB}+\phi_s-4\pi SQ_s(\phi_s). \tag{14}$$

In equilibrium, $Q_s$ follows from the semiconductor's own Poisson equation with $\phi_s$ at its surface and zero deep inside. The stack does not enter that problem, so $Q_s$ is a function of $\phi_s$ alone. At equal $\phi_s$, the charged and uncharged stacks differ in $V$ by $\Delta V_{\rm FB}$.

The equilibrium capacitance per area moves in the same way. The gate charge is $-(Q_s+Q_f)$ with $Q_f$ constant, and (14) gives $dV=(1-4\pi S\,Q_s')\,d\phi_s$, where $Q_s'=dQ_s/d\phi_s$. Hence

$$C=-\frac{dQ_s}{dV}=\frac{-Q_s'}{1-4\pi S\,Q_s'}, \tag{15}$$

a function of $\phi_s$ in which $\rho$ does not appear. Fixed charge therefore translates the curve $C(V)$ without changing its shape.

Put the worked stack on a model p-type semiconductor of permittivity 12, with $10^{-6}$ acceptors per $\text{Å}^3$ and Boltzmann holes at 300 K. A surface potential of $0.3$ eV needs a gate voltage of $0.438$ eV without fixed charge and $0.262$ eV with it. At $-0.1$ eV the values are $-0.378$ and $-0.554$ eV, from the exact first integral of the semiconductor's Poisson equation. Both differences are $-0.176$ eV. At $-0.1$ eV the holes crowd against the interface, and a numerical solution with a 1 Å mesh in the semiconductor puts both voltages about $0.0008$ eV too low, leaving their difference unchanged. The Boltzmann hole density at the surface is then $4.8\times10^{-5}\ \text{Å}^{-3}$, above the effective density of states of a valence band like that of silicon. The two voltages at $-0.1$ eV therefore belong to the model; Fermi statistics would make both less negative by the same amount. At $0.3$ eV the semiconductor charge is $-1.907\times10^{-4}\ e/\text{Å}^2$, and (14) reads

$$-0.1764+0.3+180.95\times4.0\times1.907\times10^{-4}=0.262\ \text{eV}.$$

If some of the charge responds to bias, as interface traps do, $\rho$ in (7) depends on $\phi_s$. The voltage shift then varies along the curve and distorts it. Charge that varies in the plane is a separate difficulty: the potential at the semiconductor surface can then vary in the plane as well, and no single gate voltage need make the semiconductor flat everywhere. The worked densities are in this regime if the charge consists of separate elementary charges: those of the two sheets lie about 50 and 71 Å apart, more than the 40 Å thickness of the stack, and when placed at random they make the potential near the semiconductor surface vary by about $kT$ or more at 300 K. Equation (14) still holds for the plane averages of $\phi_s$ and $Q_s$, because the dielectrics are linear, but the average $Q_s$ is then no longer the same function of the average $\phi_s$. The rigid translation of $C(V)$ is exact only for charge smeared uniformly in the plane.

## Neutral pairs

Zero net charge does not imply zero shift. Place $-\sigma$ at $x=a$ and $+\sigma$ at $x=a+d$, both in a layer of permittivity $\kappa$. Then

$$\Delta V_{\rm FB}=-4\pi\sigma\,[s(a+d)-s(a)]=-\frac{4\pi\sigma d}{\kappa}. \tag{16}$$

At flat band the field exists between the two sheets and nowhere else, so the position $a$ drops out as long as both remain in the layer. For $\sigma=10^{-3}\ e/\text{Å}^2$ and $d=5$ Å the shift is $-180.95\times10^{-3}\times5/20=-0.045$ eV in layer 1, and the numerical solution gives this value at two different positions. In layer 2 it is $-0.226$ eV, larger by $\kappa_1/\kappa_2=5$.

## What a thickness series measures

Suppose the charge is confined to the two interface sheets, whose densities do not change with thickness. From (9),

$$\Delta V_{\rm FB}=-4\pi\left(\sigma_i\frac{t_1}{\kappa_1}+\sigma_sS\right). \tag{17}$$

If $t_2$ is varied at fixed $t_1$, the first term is constant. A plot against $S$ has slope $-4\pi\sigma_s$ and intercept $-4\pi\sigma_it_1/\kappa_1$. If $t_1$ is varied at fixed $t_2$, insert $t_1/\kappa_1=S-t_2/\kappa_2$:

$$\Delta V_{\rm FB}=-4\pi(\sigma_i+\sigma_s)S+4\pi\sigma_i\frac{t_2}{\kappa_2}. \tag{18}$$

The slope now measures the sum of the sheets. With the sheets of the worked stack, and no bulk charge, varying layer 2 gives a slope of $-0.0362$ eV/Å and an intercept of $+0.109$ eV. Varying layer 1 gives $+0.0362$ eV/Å and $-0.181$ eV. The slopes have opposite signs because $\sigma_s$ is positive while $\sigma_i+\sigma_s=-2\times10^{-4}\ e/\text{Å}^2$ is negative. Both lines pass through the same stack at $S=4.0$ Å, where each gives $-0.036$ eV.

A measured series gives the flat-band voltage itself, so its intercept also contains the reference voltage of the uncharged stack. If that voltage is the same throughout both series, the slopes are unaffected and it cancels from the difference of the two intercepts. The intercept for varied layer 1 minus that for varied layer 2 is $4\pi\sigma_iS$, with $S$ taken at the shared stack; here it is $-0.290$ eV.

Two additions change the reading. A neutral pair of fixed separation inside one layer adds the constant (16), which moves the intercept and leaves the slope alone. Uniform bulk charge in the layer being varied bends the plot. Differentiating (9) with respect to $t_1$ and using $dS=dt_1/\kappa_1$ at fixed $t_2$,

$$\frac{d\Delta V_{\rm FB}}{dS}=-4\pi(\rho_1t_1+\sigma_i+\rho_2t_2+\sigma_s)=-4\pi Q_f. \tag{19}$$

For layer 2, $dS=dt_2/\kappa_2$ at fixed $t_1$, and the derivative of the $\rho_2$ term in (9) is $\rho_2(t_1/\kappa_1+t_2/\kappa_2)=\rho_2S$, so

$$\frac{d\Delta V_{\rm FB}}{dS}=-4\pi(\sigma_s+\kappa_2\rho_2S). \tag{20}$$

In the first series, for the distribution of (9), the local slope gives the total fixed charge of the stack at that thickness, and the curvature reveals $\rho_1$. A sheet in layer 1 that keeps a fixed distance from the gate has constant $s$, so it would enter the intercept and be missed by the slope. In the second, the curvature reveals $\rho_2$, and charge inside layer 1 affects only the intercept. A straight line in one series therefore does not exclude bulk charge in the layer that was held fixed.

## Computed results

```
4 pi in working units: 180.9513 eV angstrom
layer 1: thickness 30.0 angstrom, permittivity 20.0
layer 2: thickness 10.0 angstrom, permittivity 4.0
bulk density, layer 1: 1.0e-05 e/angstrom^3
bulk density, layer 2: 2.0e-05 e/angstrom^3
sheet at inner interface: -4.0e-04 e/angstrom^2
sheet at semiconductor: 2.0e-04 e/angstrom^2
semiconductor permittivity: 12.0
semiconductor depth: 1600 angstrom
acceptor density: 1.0e-06 e/angstrom^3
temperature: 300 K, kT: 0.02585 eV
s at inner interface: 1.500 angstrom
s at semiconductor, S: 4.000 angstrom
equivalent thickness at permittivity 4.0: 16.00 angstrom
layer 1 bulk: moment 2.250e-04 e/angstrom
layer 1 bulk: shift -0.04071 eV
inner interface sheet: moment -6.000e-04 e/angstrom
inner interface sheet: shift 0.10857 eV
layer 2 bulk: moment 5.500e-04 e/angstrom
layer 2 bulk: shift -0.09952 eV
semiconductor interface sheet: moment 8.000e-04 e/angstrom
semiconductor interface sheet: shift -0.14476 eV
total moment: 9.750e-04 e/angstrom
total shift, formula: -0.17643 eV
total shift, formula: -0.006484 hartree
total shift, Poisson solution: -0.17643 eV
total fixed charge: 3.000e-04 e/angstrom^2
gate charge at flat band: -3.000e-04 e/angstrom^2
equivalent sheet at semiconductor: 2.4375e-04 e/angstrom^2
shift with geometric weight (wrong): -0.13571 eV
non-uniform profile, formula: -0.18936 eV
non-uniform profile, Poisson: -0.18937 eV
surface potential -0.1 eV: gate clean -0.37870 eV, charged -0.55512 eV
  semiconductor charge 0.0003850 e/angstrom^2
surface potential 0.0 eV: gate clean 0.00000 eV, charged -0.17643 eV
  semiconductor charge 0.0000000 e/angstrom^2
surface potential 0.3 eV: gate clean 0.43802 eV, charged 0.26159 eV
  semiconductor charge -0.0001907 e/angstrom^2
neutral pair: sheets 1.0e-03 e/angstrom^2, gap 5.0 angstrom
pair starting at 5.0 angstrom: shift -0.04524 eV
pair starting at 20.0 angstrom: shift -0.04524 eV
pair starting at 32.0 angstrom: shift -0.22619 eV
layer 2 varied: slope -0.03619 eV/angstrom
layer 2 varied: intercept 0.10857 eV
layer 1 varied: slope 0.03619 eV/angstrom
layer 1 varied: intercept -0.18095 eV
```
